# Step retreat speed from kink-pair nucleation: two derivations: verification in Python

```python
# Result under test: a step whose kink pairs nucleate at rate J (per length and
# time) and whose kinks each run at speed c retreats at v = a*sqrt(2*J*c).
# a: row depth; b: atom spacing along the step; rho: density of kinks of one sign;
# z = rho*L for a periodic step of length L; kappa: net kink density of a tilted step;
# w: atom loss rate at a kink; r: ratio of atom gain to atom loss at a kink.
# The moving-kink simulation uses scaled units J = c = a = 1.
import math
import random
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import ive


def ring_factor(z, excess=0):
    """Mean kink number divided by 2z, from the sum over kink numbers."""
    x = 2 * z
    return (ive(abs(excess - 1), x) + ive(excess + 1, x)) / (2 * ive(excess, x))


def moving_kinks(z, excess, events, seed, windows=20):
    """Event-driven kinks on a ring; returns speed, Fano factor, correlation."""
    rng = np.random.default_rng(seed)
    length = z * math.sqrt(2)
    waits = rng.exponential(1 / length, events)
    places = rng.uniform(0, length, events)
    x = rng.uniform(0, length, excess)
    s = np.ones(excess)
    tiny = 1e-9 * length          # keeps the order of a newborn pair definite
    burn = events // 10
    swept = elapsed = 0.0
    right_counts, left_counts = [], []
    for k in range(events):
        dt = waits[k]
        order = np.argsort(x)
        x, s = x[order], s[order]
        travel = 0.0
        while x.size > 1:
            next_x = np.append(x[1:], x[0])
            next_s = np.append(s[1:], s[0])
            gap = (next_x - x) % length
            hit = np.flatnonzero((s > 0) & (next_s < 0) & (gap < 2 * dt))
            if hit.size == 0:
                break
            travel += gap[hit].sum()
            keep = np.ones(x.size, dtype=bool)
            keep[hit] = False
            keep[(hit + 1) % x.size] = False
            x, s = x[keep], s[keep]
        travel += x.size * dt
        x = (x + s * dt) % length
        if k >= burn:
            swept += travel
            elapsed += dt
            if k % 30 == 0:
                cell = np.minimum((x / length * windows).astype(int), windows - 1)
                right_counts.append(np.bincount(cell[s > 0], minlength=windows))
                left_counts.append(np.bincount(cell[s < 0], minlength=windows))
        x = np.append(x, [(places[k] - tiny) % length, (places[k] + tiny) % length])
        s = np.append(s, [-1.0, 1.0])
    right = np.array(right_counts).ravel()
    left = np.array(left_counts).ravel()
    fano = right.var() / right.mean()
    corr = np.corrcoef(right, left)[0, 1]
    return swept / length / elapsed, fano, corr


def pair_survival(r, notch_fill, size=80):
    """Chance that a one-atom notch never refills, from a linear system."""
    matrix = np.zeros((size, size))
    source = np.zeros(size)
    for i in range(size):
        down = notch_fill if i == 0 else 2 * r
        matrix[i, i] = 2 + down
        if i > 0:
            matrix[i, i - 1] = -down
        if i < size - 1:
            matrix[i, i + 1] = -2
        else:
            source[i] = 2
    return np.linalg.solve(matrix, source)[0]


def atomic_step(sites, edge_rate, r, events, seed):
    """Atom-by-atom step; time unit 1/w; returns rows removed per unit time."""
    draw = random.Random(seed).random
    depth = [0] * sites
    active = []                   # bonds across which the depths differ
    where = [-1] * sites
    edge_total = edge_rate * sites
    burn = events // 10
    elapsed = 0.0
    removed = 0
    for k in range(events):
        n = len(active)
        total = n * (1 + r) + edge_total
        if k >= burn:
            elapsed += 1 / total  # mean waiting time
        u = draw() * total
        if u < n:
            bond = active[int(u)]
            i = bond if depth[bond] < depth[bond - 1] else (bond - 1) % sites
            change = 1
        elif u < n * (1 + r):
            bond = active[min(int((u - n) / r), n - 1)]
            i = bond if depth[bond] > depth[bond - 1] else (bond - 1) % sites
            change = -1
        else:
            i = int(draw() * sites)
            if depth[i - 1] > depth[i] or depth[(i + 1) % sites] > depth[i]:
                continue          # not an atom of a straight edge
            change = 1
        depth[i] += change
        if k >= burn:
            removed += change
        for bond in (i, (i + 1) % sites):
            differs = depth[bond - 1] != depth[bond]
            if differs and where[bond] < 0:
                where[bond] = len(active)
                active.append(bond)
            elif not differs and where[bond] >= 0:
                last = active.pop()
                if last != bond:
                    active[where[bond]] = last
                    where[last] = where[bond]
                where[bond] = -1
    return removed / sites / elapsed


# --- moving kinks against the derived speeds ---
print("Scaled tests (J = c = a = 1)")
z_long = 20.0
v_long, fano, corr = moving_kinks(z_long, 0, 30000, 11)
v_long_formula = math.sqrt(2) * ring_factor(z_long)
assert abs(v_long / v_long_formula - 1) < 0.03
assert abs(v_long / math.sqrt(2) - 1) < 0.04      # includes finite ring length
assert abs(fano - 1) < 0.10 and abs(corr) < 0.08  # finite ring shifts both by 0.025
print(f"long step z=20: simulated speed {v_long:.3f}, ring formula {v_long_formula:.3f}")
print(f"infinite-step formula sqrt(2) = {math.sqrt(2):.3f}")
print(f"variance/mean of kink counts in a window: {fano:.3f}")
print(f"correlation of right and left kink counts: {corr:.3f}")
for z_short, seed in ((0.5, 12), (2.0, 13)):
    v_short = moving_kinks(z_short, 0, 15000, seed)[0]
    formula = math.sqrt(2) * ring_factor(z_short)
    assert abs(v_short / formula - 1) < 0.04
    print(f"short step z={z_short}: simulated {v_short:.3f}, formula {formula:.3f}, "
          f"J*L = {z_short * math.sqrt(2):.3f}")
z_tilt, excess = 10.0, 20
kappa = excess / (z_tilt * math.sqrt(2))
v_tilt = moving_kinks(z_tilt, excess, 15000, 14)[0]
v_tilt_formula = math.sqrt(2 + kappa**2)
v_tilt_ring = math.sqrt(2) * ring_factor(z_tilt, excess)
assert abs(v_tilt / v_tilt_formula - 1) < 0.04
assert abs(v_tilt / v_tilt_ring - 1) < 0.03
print(f"tilted step kappa={kappa:.3f}: simulated {v_tilt:.3f}, "
      f"long-step formula {v_tilt_formula:.3f}")

# --- one row alone: first time at which a point is reached by a kink ---
rng = np.random.default_rng(15)
trials, reach = 20000, 3.0
numbers = rng.poisson(2 * reach * reach, trials)
shape = (trials, numbers.max())
arrival = rng.uniform(0, reach, shape) + np.abs(rng.uniform(-reach, reach, shape))
arrival[np.arange(shape[1])[None, :] >= numbers[:, None]] = np.inf
first_time = arrival.min(axis=1).mean()
row_time = quad(lambda t: math.exp(-t * t), 0, np.inf)[0]
assert abs(first_time / row_time - 1) < 0.02
assert abs(row_time - math.sqrt(math.pi) / 2) < 1e-8
print(f"single-row mean time: simulated {first_time:.3f}, integral {row_time:.3f}")
print(f"speed factor from the single-row argument: {1 / row_time:.3f}")

# --- worked example: close-packed step on Cu(100), rough typical inputs ---
temperature = 300.0               # K
lattice = 0.361                   # nm
kink_energy = 0.13                # eV
loss_rate = 1000.0                # 1/s
overpotential = 0.060             # V
terrace = 20.0                    # nm
kT = constants.k * temperature / constants.e
b = lattice / math.sqrt(2)
a = b
layer = lattice / 2
r = math.exp(-2 * overpotential / kT)
boltz = math.exp(-kink_energy / kT)
edge_rate = 2 * boltz**2
c = b * loss_rate * (1 - r)
J = edge_rate * loss_rate * (1 - r) / b
rho = math.sqrt(J / (2 * c))
v = a * math.sqrt(2 * J * c)
etch_rate = 60 * v * layer / terrace

print("Copper example")
print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"lattice constant {lattice:.3f} nm, a = b = {b:.4f} nm, layer {layer:.4f} nm")
print(f"kink energy {kink_energy:.2f} eV, exp(-energy/kT) = {boltz:.5f}")
print(f"kink atom loss rate w = {loss_rate:.0f} 1/s")
print(f"overpotential {overpotential:.3f} V, gain/loss ratio r = {r:.5f}")
print(f"edge atom loss rate = {edge_rate * loss_rate:.5f} 1/s")
print(f"kink speed c = {c:.2f} nm/s")
print(f"surviving pair rate J = {J:.4f} 1/(nm s)")
print(f"kink density of each sign = {rho:.5f} 1/nm")
print(f"mean distance between kinks = {1 / (2 * rho):.2f} nm")
print(f"step retreat speed v = {v:.3f} nm/s")
print(f"time to remove one row = {a / v:.4f} s")
print(f"terrace width {terrace:.0f} nm, surface etch rate = {etch_rate:.3f} nm/min")

# --- pair survival and atomic simulation ---
r_strong = 0.3
survival = pair_survival(r_strong, 2 * r_strong)
assert abs(survival - (1 - r_strong)) < 1e-9
print(f"pair survival at r=0.3: linear system {survival:.4f}, 1-r = {1 - r_strong:.4f}")
sites = 1500
for ratio, seed in ((r, 21), (r_strong, 22)):
    simulated = atomic_step(sites, edge_rate, ratio, 800000, seed)
    pair_rate, speed = edge_rate * (1 - ratio), 1 - ratio
    z_atom = sites * math.sqrt(pair_rate / (2 * speed))
    predicted = math.sqrt(2 * pair_rate * speed) * ring_factor(z_atom)
    assert abs(simulated / predicted - 1) < 0.06  # sampling noise and dilute limit
    print(f"atomic simulation r={ratio:.4f}: {simulated:.5f} rows per 1/w, "
          f"formula {predicted:.5f}, ratio {simulated / predicted:.3f}")

# --- effects left out of the simple result ---
print("Size of neglected effects in the example")
for angle in (0.1, 1.0):
    net = math.tan(math.radians(angle)) / a
    factor = a * math.sqrt(2 * J * c + (c * net)**2) / v
    print(f"misorientation {angle:.1f} degree: speed factor {factor:.3f}")
step_length = 500.0
print(f"periodic step of {step_length:.0f} nm: z = {rho * step_length:.2f}, "
      f"speed factor {ring_factor(rho * step_length):.3f}")
energy_error = 0.02
print(f"kink energy lower by {energy_error:.2f} eV: speed factor "
      f"{math.exp(energy_error / kT):.2f}")
J_other = 0.5 * edge_rate * loss_rate / b * pair_survival(r, r)
print(f"notch refilling and edge loss both halved: speed factor "
      f"{math.sqrt(J_other / J):.3f}")
barrier, attempt = 0.80, 1e13
exchange = attempt * math.exp(-barrier / kT)
print(f"edge exchange, barrier {barrier:.2f} eV, attempt rate {attempt:.0e} 1/s: "
      f"{exchange:.2f} 1/s")
print(f"edge exchange relative to kink atom loss: {exchange / loss_rate:.1e}")
print("success")
```

It prints:

```
Scaled tests (J = c = a = 1)
long step z=20: simulated speed 1.400, ring formula 1.396
infinite-step formula sqrt(2) = 1.414
variance/mean of kink counts in a window: 0.961
correlation of right and left kink counts: 0.033
short step z=0.5: simulated 0.632, formula 0.631, J*L = 0.707
short step z=2.0: simulated 1.211, formula 1.221, J*L = 2.828
tilted step kappa=1.414: simulated 1.985, long-step formula 2.000
single-row mean time: simulated 0.886, integral 0.886
speed factor from the single-row argument: 1.128
Copper example
temperature 300 K, kT = 0.02585 eV
lattice constant 0.361 nm, a = b = 0.2553 nm, layer 0.1805 nm
kink energy 0.13 eV, exp(-energy/kT) = 0.00655
kink atom loss rate w = 1000 1/s
overpotential 0.060 V, gain/loss ratio r = 0.00964
edge atom loss rate = 0.08575 1/s
kink speed c = 252.80 nm/s
surviving pair rate J = 0.3327 1/(nm s)
kink density of each sign = 0.02565 1/nm
mean distance between kinks = 19.49 nm
step retreat speed v = 3.311 nm/s
time to remove one row = 0.0771 s
terrace width 20 nm, surface etch rate = 1.793 nm/min
pair survival at r=0.3: linear system 0.7000, 1-r = 0.7000
atomic simulation r=0.0096: 0.01260 rows per 1/w, formula 0.01263, ratio 0.997
atomic simulation r=0.3000: 0.00876 rows per 1/w, formula 0.00893, ratio 0.981
Size of neglected effects in the example
misorientation 0.1 degree: speed factor 1.009
misorientation 1.0 degree: speed factor 1.666
periodic step of 500 nm: z = 12.83, speed factor 0.980
kink energy lower by 0.02 eV: speed factor 2.17
notch refilling and edge loss both halved: speed factor 0.709
edge exchange, barrier 0.80 eV, attempt rate 1e+13 1/s: 0.36 1/s
edge exchange relative to kink atom loss: 3.6e-04
success
```
